# Why downfolded d orbitals reach further: a d–p chain

**Q:** My spectra show one mostly-d band, and I would like to describe it with one orbital per metal site. I am told that this makes the orbital larger and its hoppings longer ranged. I removed orbitals, so why did anything grow?

**A:** Removing the ligand orbitals from the list does not remove the ligand character from the band states. If the single remaining orbital is to reproduce those states, it has to carry that character itself.

A chain shows this. Each cell \(n\) has a d orbital of energy 0, and a ligand \(p_z\) orbital of energy \(-\Delta\), with \(\Delta>0\), sits halfway to the next d. All orbitals are orthonormal, and the only coupling is between adjacent d and p. A \(p_z\) orbital is odd, so the right ligand turns its negative lobe to the d orbital and the left one its positive lobe. The two couplings therefore have opposite signs:

\[
\langle p_{n+1/2}|H|d_n\rangle=t,\qquad \langle p_{n-1/2}|H|d_n\rangle=-t .
\]

For Bloch sums with phases \(e^{ikn}\) and \(e^{ik(n+1/2)}\) the coupling is

\[
V(k)=t\,e^{-ik/2}-t\,e^{ik/2}=-2it\sin\tfrac k2,\qquad |V|^2=2t^2(1-\cos k).
\]

The amplitudes \(c_d,c_p\) of a band state obey \(Ec_d=V^*c_p\) and \(Ec_p=-\Delta c_p+Vc_d\). The second equation gives the ligand amplitude, and inserting it into the first removes the ligand:

\[
c_p=\frac{V}{E+\Delta}\,c_d,\qquad E=\frac{|V|^2}{E+\Delta}. \tag{1}
\]

This is downfolding. The first relation is the tail. At \(E=0\) the d orbital drags along \(+t/\Delta\) of its right ligand and \(-t/\Delta\) of its left one. I write \(\tau=t/\Delta\), so each adjacent ligand carries weight \(\tau^2\) to leading order.

**Q:** If I put \(E=0\) on the right of (1), I get only a nearest-neighbour hopping. Where is the long range?

**A:** It is not there yet. With \(E\) frozen at zero the band is \(|V|^2/\Delta=(2t^2/\Delta)(1-\cos k)\). Compare this with \(E(k)=t_0+2\sum_{n\ge1}t_n\cos nk\), where \(t_n\) is the hopping over \(n\) cells. The result is \(t_1=-t^2/\Delta\) and nothing beyond.

The price is a wrong band away from \(E=0\). Take \(t=0.04\) and \(\Delta=0.20\) hartree, round model values with \(\tau=0.2\). The frozen band top is \(4t^2/\Delta=0.0320\) hartree. The true one follows from solving (1), that is \(E^2+\Delta E-|V|^2=0\), for the upper root:

\[
E(k)=-\frac\Delta2+\sqrt{\frac{\Delta^2}4+|V|^2}. \tag{2}
\]

At \(k=\pi\) this gives 0.0281 hartree. The frozen band is too wide by 14% of the true width.

A d-only Hamiltonian with fixed numbers in it must reproduce (2) at every \(k\), and the square root contains all powers of \(|V|^2\). Each factor \(|V|^2\) is a trip from d to a ligand and on to a d, so \(|V|^{2m}\) reaches \(m\) cells. The long range is the energy dependence of (1), rewritten as distance dependence.

**Q:** Can you give me the size of each hopping?

**A:** Set \(y=E/\Delta\) and \(x=|V|^2/\Delta^2\), so that \(y+y^2=x\). The Catalan numbers \(C_m=1,1,2,5,\dots\) have a generating function \(c(u)=\sum_m C_mu^m\) that obeys \(c=1+uc^2\). Try \(y=x\,c(-x)\). Then \(y+y^2=x\,(c+xc^2)=x\), because \(c=1-xc^2\) at \(u=-x\). Hence

\[
\frac E\Delta=\sum_{m\ge1}(-1)^{m-1}C_{m-1}x^m .
\]

With \(z=e^{ik}\),

\[
x=\tau^2\left(2-z-\frac1z\right)=-\tau^2\,\frac{(1-z)^2}{z}.
\]

The coefficient of \(z^n\) in \(x^m\) is therefore \((-1)^m\tau^{2m}\) times the coefficient of \(z^{m+n}\) in \((1-z)^{2m}\), which is \((-1)^{m+n}\binom{2m}{m+n}\). The two signs combine to \((-1)^n\), and

\[
t_n=\Delta\sum_{m\ge n}(-1)^{m-1+n}\,C_{m-1}\binom{2m}{m+n}\tau^{2m}
\simeq-\,C_{n-1}\frac{t^{2n}}{\Delta^{2n-1}} .
\]

The series converges only if \(4x\le1\) over the whole band. Since \(x\) reaches \(4\tau^2\), this means \(\tau\le1/4\).

I diagonalized a ring of 64 cells numerically, projected the d orbitals onto the upper band and orthonormalized them symmetrically. The results are Wannier orbitals, one per cell, and their hoppings:

| \(n\) | \(t_n\) (hartree) | leading term (hartree) |
|---|---|---|
| 1 | −7.00×10⁻³ | −8.00×10⁻³ |
| 2 | −2.15×10⁻⁴ | −3.20×10⁻⁴ |
| 3 | −1.32×10⁻⁵ | −2.56×10⁻⁵ |

The leading term gives the right scale, but at \(\tau=0.2\) it overestimates, and more so at larger distance.

**Q:** The second hopping is 3% of the first. Would I ever see it?

**A:** You would see it in the shape of the band, not in its width. In \(E(\pi)-E(0)\) the even-\(n\) terms cancel, so \(t_2\) drops out. Now compare the energy at \(k=\pi/2\) with the middle of the band. The terms with \(n=1\) and \(n=3\) drop out, and those with \(n=4\) cancel, which leaves

\[
E\!\left(\tfrac\pi2\right)-\tfrac12\,[E(0)+E(\pi)]\simeq-4t_2=8.6\times10^{-4}\ \text{hartree}.
\]

That is 3% of the band width. A nearest-neighbour band has no such asymmetry.

**Q:** Does the orbital itself have the same range as the hoppings?

**A:** It has the same exponential decay constant, with a different power in front. Hoppings and orbital amplitudes are Fourier coefficients of functions of \(k\). Shifting the integration path into the complex plane shows that their decay is set by the nearest singularity. In (2) that is the zero of the square root. At \(k=i\kappa\), \(|V|^2=2t^2(1-\cosh\kappa)=-4t^2\sinh^2(\kappa/2)\), so the zero lies at

\[
\sinh\frac\kappa2=\frac{\Delta}{4t}.
\]

At distance \(s\) beyond this point the energy varies as \(\sqrt s\), and \(\int_0^\infty\sqrt s\,e^{-ns}ds\propto n^{-3/2}\). Hence \(t_n\propto n^{-3/2}e^{-\kappa n}\) at large \(n\).

For the orbital, let \(\cos\theta\) and \(\sin\theta\) be the moduli of the d and p amplitudes of the normalized band state. Equation (1) gives \(\tan^2\theta=|V|^2/(E+\Delta)^2=E/(E+\Delta)\). Hence

\[
\sin^2\theta=\frac{E}{2E+\Delta}=\frac12\left(1-\frac\Delta R\right),\qquad R=2E+\Delta=\sqrt{\Delta^2+4|V|^2}. \tag{3}
\]

The Wannier orbital is the sum of band states with the phase chosen so that the d amplitude is \(\cos\theta=\sqrt{(1+\Delta/R)/2}\). Near the singularity \(R\propto\sqrt s\), so \(\cos\theta\propto s^{-1/4}\), and the d amplitudes fall as \(n^{-3/4}e^{-\kappa n}\).

For our numbers \(\kappa=2.10\) per cell, a factor 0.12 per cell before the power law. There are two limits:

- For \(\Delta\gg t\), \(\sinh(\kappa/2)\simeq e^{\kappa/2}/2\), so \(e^{-\kappa}\simeq4\tau^2\) and the orbital is compact.
- For \(\Delta\to0\), \(\kappa\to0\). The two bands then touch at \(k=0\), and \(E=2t|\sin(k/2)|\) has a cusp. Its Fourier coefficients are

\[
t_n=\frac t\pi\int_0^{2\pi}\sin\tfrac k2\cos nk\,dk=\frac t\pi\left[\frac1{n+\frac12}-\frac1{n-\frac12}\right]=-\frac{t}{\pi\,(n^2-\frac14)} .
\]

The decay is then algebraic, and a short-ranged d-only model has failed.

**Q:** How much of the orbital sits on the ligands in total?

**A:** The total weight \(W\) is the average of \(\sin^2\theta\) over \(k\). In (3), \(\Delta/R=[1+16\tau^2\sin^2(k/2)]^{-1/2}\). With \(\varphi=k/2\) its average is \((2/\pi)K(m)\) at \(m=-16\tau^2\), where \(K(m)=\int_0^{\pi/2}d\varphi\,(1-m\sin^2\varphi)^{-1/2}\) is the complete elliptic integral. So

\[
W=\frac12-\frac{K(-16\tau^2)}{\pi}=2\tau^2-18\tau^4+\dots
\]

The expansion uses \(\sin^2\theta=x-3x^2+\dots\) with the averages \(\overline{x}=2\tau^2\) and \(\overline{x^2}=6\tau^4\). The estimate \((t/\Delta)^2\) is the weight per adjacent ligand, and this chain has two of them. At \(\tau=0.2\) the leading estimate is 0.080 and the actual weight is 0.060. Two effects lower it. The band states lie further above the ligand level than \(\Delta\), so \(\tan^2\theta=x/(1+y)^2=x-2x^2+\dots\), and normalization, \(\sin^2\theta=\tan^2\theta/(1+\tan^2\theta)\), removes a further \(x^2\).

**Q:** In NMTO calculations I choose a few energies for the downfolding. How does that choice enter?

**A:** The number of energies trades range for accuracy, and their placement decides where in the band the result is exact. With the single energy 0, the orbital is \(d+\tau(p_R-p_L)\), where \(R\) and \(L\) label the right and left ligands. It ends at the adjacent ligands. In Bloch form its amplitudes are 1 and \(V/\Delta\), so its norm is \(1+|V|^2/\Delta^2\). Its energy expectation value before normalization is \(2|V|^2/\Delta-\Delta\,|V|^2/\Delta^2=|V|^2/\Delta\). Dividing by the norm gives the band

\[
E_{\rm one}=\frac{|V|^2/\Delta}{1+|V|^2/\Delta^2}.
\]

Its top is \(0.0320/1.16=0.0276\) hartree, too low by \(4.8\times10^{-4}\). These orbitals overlap, and orthonormalizing them brings back the long range through the denominator.

For two energies, start from the response to a source on d. Solving \((\varepsilon-H)\psi=d\) gives a d amplitude \(G(\varepsilon)=[\varepsilon-|V|^2/(\varepsilon+\Delta)]^{-1}\) and a p amplitude \(VG/(\varepsilon+\Delta)\). The two-energy orbital is the difference of the responses at \(\varepsilon_0\) and \(\varepsilon_1\), scaled to unit d amplitude. With \(a_i=\varepsilon_i+\Delta\) and \(G_i=G(\varepsilon_i)\), its tail is

\[
V\,\frac{G_0/a_0-G_1/a_1}{G_0-G_1}
=V\,\frac{\varepsilon_1/a_0-\varepsilon_0/a_1}{(\varepsilon_1-\varepsilon_0)(1+|V|^2/a_0a_1)}
=\frac{V(\varepsilon_0+\varepsilon_1+\Delta)}{a_0a_1+|V|^2}.
\]

The first step divides numerator and denominator by \(G_0G_1\), after which the \(|V|^2\) terms in the numerator cancel. The second uses \(\varepsilon_1a_1-\varepsilon_0a_0=(\varepsilon_1-\varepsilon_0)(\varepsilon_0+\varepsilon_1+\Delta)\). The \(|V|^2\) in the denominator now sends the tail to distant ligands.

The gain in accuracy has a simple origin. A difference of two resolvents is proportional to their product,

\[
(\varepsilon_0-H)^{-1}-(\varepsilon_1-H)^{-1}=(\varepsilon_1-\varepsilon_0)(\varepsilon_0-H)^{-1}(\varepsilon_1-H)^{-1}.
\]

The d orbital contains the upper and lower band states with amplitudes of modulus \(\cos\theta\) and \(\sin\theta\), and each resolvent divides them by \(\varepsilon_i-E_u\) and \(\varepsilon_i-E_l\), the two band energies. The unwanted lower-band admixture, relative to the upper, becomes

\[
r=\tan\theta\prod_i\frac{E_u-\varepsilon_i}{E_l-\varepsilon_i},\qquad
\text{energy error}=(E_u-E_l)\frac{r^2}{1+r^2}.
\]

I placed the energies at one quarter and at three quarters of the band width, 0.0070 and 0.0210 hartree. The largest error on the ring falls to \(2.0\times10^{-7}\) hartree. Part of this gain is placement rather than number. The one-energy orbital is a single resolvent acting on d, so the same formula holds with one factor, and the energy 0 sits at the band bottom, furthest from the top where \(\tan\theta\) is largest. A single energy at 0.0210 hartree gives \(0.256\times0.123\times(0.0070/0.249)^2\approx2.5\times10^{-5}\) hartree at the band top and stays below \(3\times10^{-5}\) over the band; the second energy supplies the rest. At unit d amplitude, the tail on the ligand 3/2 cells away, zero before, is now 0.0059; the exact band states scaled the same way give 0.0057. After orthonormalization the two-energy tail is 0.0080, against 0.0079 in the Wannier orbital.

**Q:** Then the Coulomb repulsion on my single orbital must drop, since its charge is spread out?

**A:** It drops only under conditions. Let \(\rho_i\) be the weight of the orbital on site \(i\), and \(V_{ij}\) the repulsion between unit charges in orbitals \(i\) and \(j\). The density part of the on-site integral is \(\sum_{ij}\rho_i\rho_jV_{ij}\). To order \(\tau^2\), \(\rho_d=1-2\tau^2\) and each adjacent ligand has \(\tau^2\), so

\[
U_{\rm dens}\simeq(1-4\tau^2)U_{dd}+4\tau^2V_{dp}=U_{dd}-4\tau^2(U_{dd}-V_{dp}).
\]

This is a reduction if \(U_{dd}>V_{dp}\). If all \(V_{ij}\) were equal, spreading the charge would change nothing, because the weights sum to one.

There is also overlap charge. The square of \(d+\tau(p_R-p_L)\) contains \(2\tau d(p_R-p_L)\). Write \((dd|dp)\) for the repulsion between the charge \(d^2\) and the overlap charge \(d\,p\). This term enters \(U\) twice, once for each electron, and reflection gives \((dd|dp_L)=-(dd|dp_R)\). The result is

\[
\delta U=4\tau\,[(dd|dp_R)-(dd|dp_L)]=8\tau\,(dd|dp_R).
\]

It is linear in \(\tau\), so at small enough \(\tau\) it beats the quadratic term. With a positive \((dd|dp_R)\), \(U\) would first rise.

**Q:** What happens with explicit orbital shapes?

**A:** I took single Gaussians, \(d_{z^2}\) with exponent 1.2 and \(p_z\) with exponent 0.5 bohr⁻², 3.7 bohr apart. Seven d and eight p orbitals were symmetrically orthonormalized and their Coulomb integrals evaluated. They supply only the repulsions; \(t\) and \(\Delta\) stay as chosen. In hartree, \(U_{dd}=0.842\), \(V_{dp}=0.302\), the ligand self-repulsion is \(U_{pp}=0.652\), and \((dd|dp_R)=-0.0093\).

The Wannier orbital has \(\rho_d=0.9694^2=0.940\) and 0.0299 on each adjacent ligand. The main density terms are

\[
0.940^2(0.842)+4(0.940)(0.0299)(0.302)+2(0.0299)^2(0.652)\simeq0.744+0.034+0.001=0.779 .
\]

The complete density sum is also 0.779 hartree, a drop of 0.063. The leading formula predicts 0.086, mostly because it overestimates the ligand weight; \(2W(U_{dd}-V_{dp})\) gives 0.065.

With all overlap charges included, \(U=0.768\) hartree. The total drop is 0.074 hartree, or 2.0 eV, which is 9% of \(U_{dd}\). Here the overlap charge helps, because \((dd|dp_R)\) is negative. That sign and the 9% belong to these single Gaussians. With contracted atomic Cu 3d and O 2p orbitals at the same distance and \(\tau\), \((dd|dp_R)\) is about \(+0.009\) hartree, the overlap charge raises \(U\) by 0.011 hartree, and the total drop is 7%. Other values of \(\tau\), with the same Gaussians, show the trend:

| \(\tau\) | \(W\) | \(t_2/t_1\) | \(\kappa\) | \(U\) (hartree) |
|---|---|---|---|---|
| 0.05 | 0.005 | 0.002 | 4.62 | 0.833 |
| 0.10 | 0.018 | 0.009 | 3.29 | 0.816 |
| 0.20 | 0.060 | 0.031 | 2.10 | 0.768 |
| 0.30 | 0.105 | 0.055 | 1.52 | 0.720 |

The last row lies beyond the convergence of the power series, but the Wannier orbital remains well defined because the bands are still separated.

**Q:** Can I use 0.768 hartree as the \(U\) of my one-band model?

**A:** No. It is the bare repulsion of the downfolded orbital. The p electrons you removed can still polarize and screen it, and so can the electrons of all other bands left out of the model; screening within the kept band is left to the model itself. That reduction is a separate step. The 9% found here comes from the shape of the orbital alone, before any screening.
